# Steady Channel Cracking of a Film Elastically Matched to Its Substrate

## A case that can be seen through

A film of thickness $h$ carries a uniform tensile stress $\sigma$ and is bonded to a deep, unstressed substrate with the same Young's modulus $E$ and Poisson ratio $\nu$. A crack cuts the film down to the interface and runs sideways as a channel. We want the energy released per unit of new crack area.

Suppose first that the top surface may slide along itself but is held flat. A crack of depth $a\le h$ is then, by reflection, half of a slit of length $2a$ in an unbounded body. Its opening is an ellipse,

$$\delta(r)=\frac{4\sigma}{\bar E}\sqrt{a^2-r^2},\qquad \bar E=\frac{E}{1-\nu^2},\tag{1}$$

where $r$ is the depth below the surface; (1) is verified below. As the crack forms, the traction on its faces falls linearly from $\sigma$ to zero while they separate by $\delta$, so the released energy per unit length of channel is

$$U(a)=\frac12\int_0^a\sigma\delta\,dr=\frac{2\sigma^2}{\bar E}\,\frac{\pi a^2}{4}=\frac{\pi\sigma^2a^2}{2\bar E}.\tag{2}$$

Deepening the crack releases $dU/da=\pi\sigma^2a/\bar E$ per unit area, which grows linearly with depth. Its average from $0$ to $h$ is half its final value, $(\pi/2)\sigma^2h/\bar E\approx1.571\,\sigma^2h/\bar E$. A real surface is free and lets the crack open further. The remaining task is to find by how much.

## From the moving front to a plane problem

Let the channel be long compared with $h$, isolated, and advancing steadily. An advance $dx$ translates the region around the front without changing its energy. The net effect is to replace a slice of intact film far ahead by a cracked slice far behind. The latter is in plane strain, so its released energy $U(h)$ can be found by imagining the crack cut gradually downward. With $G(a)=dU/da$ for an edge crack of depth $a$,

$$G_{ss}=\frac{U(h)}{h}=\frac1h\int_0^hG(a)\,da.\tag{3}$$

The stress parallel to the channel does no work, because the slice undergoes no extra strain in that direction. Equation (3) gives the average over the front. It does not say that the local release rate is uniform there, and it does not require the front's shape.

Now subtract the uncracked state. What remains is a stress-free half-plane whose crack faces are pushed apart by a uniform pressure $\sigma$. The pressure is uniform because $a\le h$, and the half-plane is homogeneous because the materials match. For a given $\nu$, linearity and dimensional analysis already give $G\propto\sigma^2a/\bar E$; the coefficient, and the fact that it does not depend on $\nu$, need elasticity.

## Stress and opening in a quarter-plane

By symmetry we need one quarter-plane, $0<\theta<\pi/2$, with the crack line at $\theta=0$ and the free surface at $\theta=\pi/2$. Let $v(r)=u_\theta(r,0)$ be half the opening and $s(r)=\sigma_{\theta\theta}(r,0)$ the added stress. Take the Airy function $\phi=r^{\lambda+1}F(\theta)$,

$$F=A\cos(\lambda+1)\theta+B\cos(\lambda-1)\theta+C\sin(\lambda+1)\theta+D\sin(\lambda-1)\theta,\tag{4}$$

for which $\sigma_{\theta\theta}=\partial_r^2\phi=\lambda(\lambda+1)r^{\lambda-1}F$ and $\sigma_{r\theta}=-\partial_r(\partial_\theta\phi/r)=-\lambda r^{\lambda-1}F'$.

The cosine terms are symmetric about $\theta=0$ and give no $u_\theta$ there. The $C$ term is harmonic, so its displacement is $2\mu\mathbf u=-\nabla\phi$, with $\mu$ the shear modulus. For the $D$ term with $D=1$ and $\kappa=3-4\nu$,

$$2\mu u_r=(\kappa-\lambda)r^\lambda\sin(\lambda-1)\theta,\qquad 2\mu u_\theta=-(\kappa+\lambda)r^\lambda\cos(\lambda-1)\theta.\tag{5}$$

To verify this, note that $\sigma_{rr}$ and $\sigma_{\theta\theta}$ have amplitudes $\lambda(3-\lambda)$ and $\lambda(\lambda+1)$, with sum $4\lambda$. Plane-strain Hooke's law subtracts $4\lambda\nu=\lambda(3-\kappa)$ from each. This leaves $\lambda(\kappa-\lambda)$ and $\lambda(\lambda+\kappa-2)$, the amplitudes of $2\mu\,\partial_ru_r$ and $2\mu(u_r+\partial_\theta u_\theta)/r$ from (5). The shear amplitude is $-\lambda(\lambda-1)$ by both routes.

Zero shear on $\theta=0$ requires $(\lambda+1)C=-(\lambda-1)D$. The $C$ and $D$ terms together then give

$$2\mu v=-[(\lambda+1)C+(\kappa+\lambda)D]r^\lambda=-(\kappa+1)Dr^\lambda .$$

Since $(\kappa+1)/2\mu=4(1-\nu)(1+\nu)/E=4/\bar E$,

$$v'=-\frac{4\lambda D}{\bar E}\,r^{\lambda-1}.\tag{6}$$

Write $S=\sin(\pi\lambda/2)$ and $c=\cos(\pi\lambda/2)$. The free surface requires $F=F'=0$ at $\theta=\pi/2$:

$$S(B-A)=c(D-C)=\frac{2\lambda c}{\lambda+1}D,\tag{7}$$

$$c\,[\lambda(B-A)-(A+B)]+2(\lambda-1)SD=0.\tag{8}$$

Insert $B-A$ from (7) into (8) and solve:

$$A+B=2D\,\frac{\lambda^2c^2+(\lambda^2-1)S^2}{(\lambda+1)Sc}=\frac{2D(\lambda^2-S^2)}{(\lambda+1)Sc}.$$

Since $s=\lambda(\lambda+1)(A+B)r^{\lambda-1}$ and $2Sc=\sin\pi\lambda$, division by (6) gives

$$s=\bar E\,M(\lambda)\,v',\qquad M(\lambda)=\frac{\sin^2(\pi\lambda/2)-\lambda^2}{\sin\pi\lambda}.\tag{9}$$

For the surface held flat, $F$ is instead even in $\psi=\theta-\pi/2$, so $F=P\cos(\lambda+1)\psi+Q\cos(\lambda-1)\psi$. Zero shear at $\theta=0$ gives $(\lambda+1)P=(\lambda-1)Q$. Then $F(0)=S(Q-P)=2SQ/(\lambda+1)$, while the coefficient of $\sin(\lambda-1)\theta$ is $D=-cQ$. The ratio becomes $M_0=S/2c=\tfrac12\tan(\pi\lambda/2)$. The free surface adds the term $-\lambda^2$ in (9).

## The same relation as an integral equation

For $0<\lambda<1$, standard beta-function integrals turn the power-law relation (9) into

$$s(x)=\frac{\bar E}{2\pi}\,\mathrm P\!\!\int_0^a v'(t)\left[\frac1{t-x}+\frac1{t+x}+\frac{2t}{(t+x)^2}-\frac{4t^2}{(t+x)^3}\right]dt.\tag{10}$$

To check, put $v'=t^{\lambda-1}$, $x=1$ and extend the range to infinity. The four terms give $\pi/\sin\pi\lambda$ times $-\cos\pi\lambda$, $1$, $2\lambda$ and $-2\lambda(\lambda+1)$. Their sum is $2\pi[S^2-\lambda^2]/\sin\pi\lambda=2\pi M$.

The first two terms alone give $2\pi M_0$, the flat-surface case, so (1) can now be verified. From (1), $v'=-2\sigma t/(\bar E\sqrt{a^2-t^2})$, and

$$s=-\frac{2\sigma}{\pi}\left[\int_0^a\frac{dt}{\sqrt{a^2-t^2}}+x^2\,\mathrm P\!\!\int_0^a\frac{dt}{(t^2-x^2)\sqrt{a^2-t^2}}\right]=-\sigma.$$

The first integral is $\pi/2$. With $q=t/\sqrt{a^2-t^2}$ the second is proportional to $\mathrm P\int_0^\infty dq/(q^2-q_0^2)$, which vanishes. The ellipse therefore produces the required pressure.

## Solving for the free surface

Use units with $\bar E=\sigma=a=1$. The conditions are $s=-1$ for $r<1$ and $v'=0$ for $r>1$. Define

$$V(\lambda)=\int_0^1v'r^{-\lambda}dr,\qquad T(\lambda)=\int_1^\infty s\,r^{-\lambda}dr.$$

Since (9) holds for each power,

$$T(\lambda)-\frac1{1-\lambda}=M(\lambda)V(\lambda).\tag{11}$$

Here $T$ is analytic for $\mathrm{Re}\,\lambda>0$ and $V$ for $\mathrm{Re}\,\lambda<1$. The aim is to separate $M$ into factors analytic on the two sides. Write

$$M=\tfrac12\tan\frac{\pi\lambda}2\,N(\lambda),\qquad N=1-\frac{\lambda^2}{\sin^2(\pi\lambda/2)}.$$

The reflection formula for the gamma function gives $\tan(\pi\lambda/2)=R(\lambda)L(\lambda)$ with

$$R=\frac{\Gamma(\frac12+\frac\lambda2)}{\Gamma(\frac\lambda2)},\qquad L=\frac{\Gamma(\frac12-\frac\lambda2)}{\Gamma(1-\frac\lambda2)}.\tag{12}$$

$R$ is analytic and nonzero for $\mathrm{Re}\,\lambda>0$, and $L$ for $\mathrm{Re}\,\lambda<1$.

On the imaginary axis $N(i\tau)=1-\tau^2/\sinh^2(\pi\tau/2)$ is positive and tends to 1, so $\ln N$ is analytic in some narrow strip about that axis. Cauchy's formula writes it there as the difference of integrals along the two edges of the strip. The left edge defines a function analytic to its right, $\ln N_R$; the right edge defines $\ln N_L$. As $N$ is even, $N_L(\lambda)=N_R(-\lambda)$. For $\mathrm{Re}\,\lambda>0$ the left edge may be moved onto the imaginary axis, and combining $\pm\tau$ gives

$$\ln N_R(\lambda)=-\frac1{2\pi i}\int_{-i\infty}^{i\infty}\frac{\ln N(z)}{z-\lambda}dz=\frac\lambda\pi\int_0^\infty\frac{\ln N(i\tau)}{\lambda^2+\tau^2}d\tau.\tag{13}$$

Divide (11) by $RN_R$. The pole at $\lambda=1$ lies in the right half-plane, so subtract it there. With $R(1)=1/\sqrt\pi$ and $c_1=1/[R(1)N_R(1)]=\sqrt\pi/N_R(1)$,

$$\frac{T}{RN_R}-\frac1{1-\lambda}\left[\frac1{RN_R}-c_1\right]=\frac12VLN_L+\frac{c_1}{1-\lambda}.\tag{14}$$

The left side is analytic to the right, the right side to the left, and they agree in a common strip. Together they form one entire function. A square-root singularity at the tip makes $T$ and $V$ fall as $|\lambda|^{-1/2}$, while $R$ grows as $|\lambda|^{1/2}$ and $L$ falls as $|\lambda|^{-1/2}$. Both sides therefore vanish at infinity, and by Liouville's theorem the function is zero. Hence

$$V(\lambda)=-\frac{2\sqrt\pi\,f}{(1-\lambda)L(\lambda)N_L(\lambda)},\qquad f=\frac1{N_R(1)},\tag{15}$$

and (13) at $\lambda=1$ gives

$$\ln f=-\frac1\pi\int_0^\infty\frac{\ln[1-\tau^2/\sinh^2(\pi\tau/2)]}{1+\tau^2}\,d\tau,\qquad f\approx1.1215.\tag{16}$$

The logarithm is negative, so $f>1$. For the flat surface $N=1$ and $f=1$.

## The energy and its integral over depth

The opening area follows from one value of $V$. Integration by parts, with $v(1)=0$, gives $\int_0^1v\,dr=-\int_0^1rv'\,dr=-V(-1)$. Since $L(-1)=\Gamma(1)/\Gamma(3/2)=2/\sqrt\pi$ and $N_L(-1)=N_R(1)=1/f$,

$$V(-1)=-\frac{2\sqrt\pi f}{2(2/\sqrt\pi)(1/f)}=-\frac{\pi f^2}2.$$

The full opening is $2v$, so $U=\frac12\sigma\int2v\,dr=\sigma\int v\,dr$. Restoring units,

$$U(a)=\frac{\pi f^2}{2}\frac{\sigma^2a^2}{\bar E},\qquad G(a)=\frac{dU}{da}=\pi f^2\frac{\sigma^2a}{\bar E}\approx3.952\,\frac{\sigma^2a}{\bar E}.\tag{17}$$

Insertion in (3) yields

$$G_{ss}=\frac1h\int_0^h\pi f^2\frac{\sigma^2a}{\bar E}da=\frac{\pi f^2}{2}\frac{\sigma^2h}{\bar E}\approx1.976\,\frac{\sigma^2h}{\bar E}.\tag{18}$$

Freeing the surface has multiplied the flat-surface value $\pi/2$ by $f^2\approx1.26$.

The tip field is consistent with this. For $\lambda=-n\to-\infty$, $L\to(n/2)^{-1/2}$ and $N_L\to1$, so $V\to-f\sqrt{2\pi/n}$. This is the transform of $v'\approx-\sqrt2f(1-r)^{-1/2}$, which is $f$ times the tip slope of the ellipse. The stress intensity factor is thus $K=f\sigma\sqrt{\pi a}$, and (17) reads $G=K^2/\bar E$.

Two numerical solutions test the result. A polynomial solution of (10) gives $f=1.121522$, equal to (16) in all printed digits, and a coefficient 1.97577 from the opening area. A finite-element calculation of the released energy, with $\nu=0.2$ and a block at least $40h$ wide and deep, gives 1.973 when extrapolated from cells of $0.05h$ and $0.025h$ near the crack. That is 0.1% below (18).

## Does the crack stop at the interface?

Equation (18) assumes that it does. By (17), the plane-strain crack behind the front has $G(h)=2G_{ss}$ at its lower tip. The substrate must therefore have a fracture energy of at least $2G_{ss}$. A film at its channelling threshold, $G_{ss}=\Gamma$, needs a substrate at least twice as tough as itself.

If the crack goes deeper, $a>h$, the pressure acts over $0<r<h$ alone. Let $v_u=(\sigma a/\bar E)g(r/a)$ be the half-opening under full uniform pressure, with $K_u=f\sigma\sqrt{\pi a}$. Apply both loadings together. The released energy contains the cross term $2\sigma\int_0^hv_u\,dr$, by reciprocity, and its derivative with respect to $a$ must equal the cross term $2KK_u/\bar E$ of $(K+K_u)^2/\bar E$. With $\eta=h/a$,

$$K=\frac{\bar E\sigma}{K_u}\int_0^h\frac{\partial v_u}{\partial a}dr=\frac{\sigma\sqrt a}{f\sqrt\pi}\int_0^\eta(g-\xi g')d\xi=\frac{\sigma\sqrt a}{f\sqrt\pi}\left[2\int_0^\eta g\,d\xi-\eta g(\eta)\right].\tag{19}$$

At $\eta=1$, $g(1)=0$ and $\int_0^1g\,d\xi=\pi f^2/2$, which returns $K=f\sigma\sqrt{\pi h}$. For $a\gg h$ the bracket tends to $\eta g(0)$. The computed mouth opening is $5.817\,\sigma a/\bar E$, so $g(0)=2.909$ and

$$G\to\frac{g(0)^2}{\pi f^2}\frac{\sigma^2h^2}{\bar Ea}\approx2.14\,\frac{\sigma^2h^2}{\bar Ea}.\tag{20}$$

The release now falls with depth, so a deep crack arrests.

Let $W(a)=\int_0^aG\,da'$. If film and substrate have the same fracture energy $\Gamma$, a channel of depth $a$ can run when $W(a)/a\ge\Gamma$. The most favourable depth satisfies $d(W/a)/da=0$, that is $G(a)=W(a)/a$. Numerically this occurs at $a=1.20h$, where $W/a=2.075\,\sigma^2h/\bar E$. The driving force is 5% larger than (18), although the crack is 20% deeper. As a test of (19), $W(1.5h)$ is $3.015\,\sigma^2h^2/\bar E$ by reciprocity and 3.008 by finite elements.

## A glassy coating on a glass plate

Take $h=2000$ nm, $\sigma=200$ MPa, $E=70$ GPa and $\nu=0.2$ for both materials. These are rough values for a tensile glassy dielectric coating on glass. Then $\bar E=70/0.96=72.9$ GPa and

$$\frac{\sigma^2h}{\bar E}=\frac{(200\times10^6)^2(2\times10^{-6})}{72.9\times10^9}=1.097\ \mathrm{J/m^2},\qquad G_{ss}=1.976\times1.097=2.17\ \mathrm{J/m^2}.$$

The mouth opens by $5.817\,\sigma h/\bar E\approx32$ nm. Setting $G_{ss}=\Gamma$ in (18) gives the critical thickness

$$h_c=\frac{\Gamma\bar E}{1.976\,\sigma^2}.\tag{21}$$

For a rough dry fracture energy of 8 J/m², $h_c\approx7400$ nm, and the film is well below it. A plate as tough as the film would also stop the crack in this 2000 nm film at the interface, where $G=4.3$ J/m². If the plate has the same fracture energy as the film and penetration is allowed, $h_c$ falls to about 7000 nm.

The assumption that matters most here is a single, time-independent fracture energy. Moisture lets cracks in silicate glass grow slowly at a much smaller release rate. With a rough threshold of 1 J/m², (21) gives $h_c\approx920$ nm, or 880 nm if the plate has the same threshold and is penetrated. In this model the 2000 nm film resists fast cracking but can support slow channel growth in humid air. A plate with the same threshold does not stop that crack at the interface, where $G=4.3$ J/m²; by (19) it deepens to about $2.4h$. Not every silicate glass shows a clear threshold, and where there is none the value of $\Gamma$ depends on the service time. Equation (21) is thus a safe design limit against an isolated channel when $\Gamma$ is the threshold for the environment of use, the stress is the largest in service, the film stays bonded to a substrate very much thicker than itself, with the same Poisson ratio and a Young's modulus no lower than its own, and substrate penetration is either excluded or, for a plate whose threshold is no lower than the film's, allowed for by using the coefficient 2.075. These conditions are sufficient, not all necessary. Outside them the coefficient can rise: at the actual film stress it is about 2.3 on a free plate of thickness $5h$ and about 1% higher than (18) at $25h$, and a substrate with equal $E$ but $\nu=0.1$ under a film with $\nu=0.2$ adds about 3%. The limit concerns sideways growth alone. By (17), a long scratch already deeper than $h_c/2$, with $h_c$ from (21), can still deepen when $h<h_c$.

The other corrections are smaller:

- **Stiffness.** A film 20% stiffer than the substrate, with the film's own properties and stress held fixed, raises $G_{ss}$ by about 8%. The compliant substrate lets the crack open further. It also makes the tip at the interface more singular than a square root (the opening there scales with exponent about 0.48), so the release rate at the interface is unbounded and the twice-as-tough stopping rule, derived for matched moduli, no longer holds. For equal fracture energies the coefficient 2.075 becomes about 2.26.
- **Temperature.** A rough expansion mismatch of 1 ppm/K over 100 K adds $E\,\Delta\alpha\,\Delta T/(1-\nu)=8.75$ MPa. If tensile, this raises $G_{ss}$ by 8.9%.
- **Plate strain.** On a free plate of thickness $H=0.5$ mm, the film force $\sigma h$ per unit width causes a surface stress $-\sigma h/H$ by compression and $-3\sigma h/H$ by bending. The film loses the fraction $4h/H=1.6\%$ of its stress, and $G_{ss}$ falls by 3.2%. This applies if 200 MPa is the stress before the plate deforms.
- **Cohesive zone.** For a rough cohesive strength $\sigma_c=E/10$, the length $\bar E\Gamma/\sigma_c^2$ is about 12 nm in the dry case. It is small beside 2000 nm, as linear fracture mechanics requires.

The numerical output lists these values with their inputs.

## Numbers as computed

```
f, closed form: 1.121522
f, collocation: 1.121522
edge coefficient pi f^2: 3.95153
channel coefficient pi f^2/2: 1.97577
channel coefficient, opening area: 1.97577
channel coefficient, finite elements: 1.9731
G(h/2) coefficient, formula: 1.9758
G(h/2) coefficient, finite elements: 1.9745
mouth opening / (sigma h/E_bar): 5.8172
W(1.5h) coefficient, reciprocity: 3.0151
W(1.5h) coefficient, finite elements: 3.0077
equal toughness: crack depth / h: 1.1999
equal toughness: max W/a coefficient: 2.0748
film thickness: 2000 nm
film stress: 200 MPa
Young modulus: 70 GPa
Poisson ratio: 0.20
E_bar: 72.917 GPa
sigma^2 h/E_bar: 1.0971 J/m^2
channel release G_ss: 2.1677 J/m^2
edge release at interface: 4.3354 J/m^2
K at interface depth: 0.5622 MPa m^0.5
mouth opening: 31.91 nm
dry fracture energy (rough): 8.0 J/m^2
humid threshold (rough): 1.0 J/m^2
critical thickness, dry: 7381 nm
same, crack enters substrate: 7029 nm
critical thickness, humid: 923 nm
same, crack enters substrate: 879 nm
film/substrate stiffness trial: 1.20
G_ss change from stiffness: 7.74 %
plate thickness: 0.5 mm
film stress lost to plate strain: 1.60 %
G_ss change from it: -3.17 %
expansion mismatch (rough): 1.0 ppm/K
temperature change: 100 K
thermal stress: 8.75 MPa
G_ss rise if tensile: 8.94 %
cohesive strength E/10 (rough): 7.0 GPa
cohesive zone scale, dry: 11.9 nm
```
